# Substrate thermal conductivity from the three-omega slope, with current-amplitude conventions

A narrow metal strip lies on the surface of a substrate whose thermal conductivity is wanted. An alternating current heats the strip, and the strip's own resistance serves as the thermometer. The temperature depends on the conductivity, but also on the strip's width and the substrate's heat capacity. How can the conductivity be separated from these, and which amplitude of the current belongs in the formula?

## Strip, current and units

The strip has length $L$ and half-width $b$. The substrate is isotropic and electrically insulating, with conductivity $k$, diffusivity $D$ and thickness $d$. The strip's heat capacity, heat loss from the free surface and end effects are neglected.

The algebra uses atomic units, in which the elementary charge is $e=1$ and current times voltage is power without a further factor. Temperature keeps the kelvin, so Boltzmann's constant does not appear. Numbers are given in eV, Å, s, K and V, with current in e/s. The formulas have the same form in these units.

A stiff source imposes the current

$$I(t)=I_0\cos\omega t , \tag{1}$$

where $I_0$ is the **peak** amplitude. The source must be stiff because a changing resistance would otherwise add a third harmonic to the current itself.

Let $T(t)$ be the strip's temperature rise above the base temperature, averaged over its width. The resistance is

$$R(t)=R_0[1+\beta T(t)],\qquad |\beta T|\ll 1 . \tag{2}$$

The average over the width is the right one: parallel filaments of the strip add their conductances, and to first order $\langle 1/(1+\beta T)\rangle\approx 1-\beta\langle T\rangle$.

## Heating at twice the current frequency

To leading order the heating uses $R_0$. Since $\cos^2\omega t=\tfrac12(1+\cos2\omega t)$, the power per length is

$$\frac{I^2R_0}{L}=p\,(1+\cos 2\omega t),\qquad p=\frac{I_0^2R_0}{2L}=\frac{I_{\rm rms}^2R_0}{L}, \tag{3}$$

with $I_{\rm rms}=I_0/\sqrt2$. The quantity $p$ has two meanings. It is the mean power per length, and it is also the peak amplitude of the oscillating part. An rms current thus gives a peak power amplitude.

The temperature has a steady and an oscillating part,

$$T(t)=T_0+\mathrm{Re}\,[\theta\,e^{2i\omega t}] . \tag{4}$$

Here $|\theta|$ is a peak amplitude in every convention below. The real part of $\theta$ is in phase with the heating.

## Temperature of a line source

Consider first a very narrow source on a substrate that fills a half-space. Inserting the time factor $e^{2i\omega t}$ into $\partial_tT=D\nabla^2T$ gives

$$\nabla^2\theta=q^2\theta,\qquad q=\sqrt{\frac{2i\omega}{D}}=\frac{e^{i\pi/4}}{\lambda},\qquad \lambda=\sqrt{\frac{D}{2\omega}} . \tag{5}$$

The root with positive real part makes the wave decay into the substrate, and $\lambda$ is the penetration depth. A solution that depends on the distance $r$ from the line alone obeys $\theta''+\theta'/r=q^2\theta$. Its decaying form is $\theta=A\,K_0(qr)$, with $K_0$ the modified Bessel function. Its heat flux is radial and therefore runs along the free surface, never through it.

To fix $A$ we need $K_0$ at small argument. From $K_0(z)=\int_0^\infty e^{-z\cosh t}dt$, replace $\cosh t$ by $e^t/2$. The two differ by $e^{-t}/2$, which changes the integral by an amount that vanishes with $z$. With $v=ze^t/2$ and an integration by parts,

$$K_0(z)\approx\int_{z/2}^{\infty}\frac{e^{-v}}{v}\,dv\;\to\;-\ln\frac z2+\int_0^\infty e^{-v}\ln v\,dv=-\ln\frac z2-\gamma , \tag{6}$$

where $\gamma\approx0.577$ is Euler's constant. The result continues to complex $z$ with positive real part.

All the heat leaves through a small half-cylinder of area $\pi r$ per length. There $\theta'=-A/r$, so $p=-k\,\pi r\,\theta'=\pi kA$ and

$$\theta(r)=\frac{p}{\pi k}K_0(qr). \tag{7}$$

## Average over the strip

A strip of finite width is a set of parallel line sources. Take the heat flux as uniform across it. The mean temperature is then (7) averaged over all pairs of source and observation points. Two independent, uniformly distributed points on a segment of length $a=2b$ have separation $r$ with probability density $2(a-r)/a^2$. Hence

$$\langle\ln r\rangle=\frac{2}{a^2}\left[a(a\ln a-a)-\left(\frac{a^2}{2}\ln a-\frac{a^2}{4}\right)\right]=\ln 2b-\frac32 . \tag{8}$$

For $b\ll\lambda$ the form (6) holds over the whole strip. It gives

$$\langle K_0(qr)\rangle\approx-\ln\frac q2-\gamma-\ln2b+\frac32=-\ln(qb)+\frac32-\gamma .$$

By (5), $\ln(qb)=\tfrac12\ln(2\omega b^2/D)+i\pi/4$. Therefore

$$\theta=\frac{p}{\pi k}\left[\frac12\ln\frac{D}{2\omega b^2}+\frac32-\gamma-\frac{i\pi}{4}\right]. \tag{9}$$

The logarithm has a simple origin. Between the radii $b$ and $\lambda$ the heat spreads through half-cylinders almost as in a steady state, and the temperature falls as $\ln r$. Raising the frequency shortens this range. The out-of-phase part is constant in this regime.

Differentiating the real part at fixed current gives

$$\frac{d\,\mathrm{Re}\,\theta}{d\ln\omega}=-\frac{p}{2\pi k}. \tag{10}$$

Neither $b$ nor $D$ appears: both sit in the constant offset. The same slope follows for $\ln f$, with $f=\omega/2\pi$. A slope per decade must be divided by $\ln10$.

The flux profile does not affect the slope either. For any normalized profile much narrower than $\lambda$, (6) gives $-\ln q$ plus a constant. Take the opposite limit to uniform flux, a strip at uniform temperature, with flux profile $1/(\pi\sqrt{b^2-x^2})$. Put $x'=b\cos\phi$ and $x=b\cos\alpha$, and use

$$\ln|\cos\phi-\cos\alpha|=-\ln2-2\sum_{n\ge1}\frac{\cos n\phi\cos n\alpha}{n}.$$

The average over $\phi$ from $0$ to $\pi$ removes the sum, so $\ln|x-x'|$ averages to $\ln(b/2)$ at every $x$ on the strip. The temperature is uniform, as required, and the offset $3/2-\gamma=0.923$ becomes $\ln4-\gamma=0.809$. The slope is unchanged.

## The third-harmonic voltage

Write $\theta=|\theta|e^{i\varphi}$. The voltage $IR$ contains the product

$$\cos\omega t\,|\theta|\cos(2\omega t+\varphi)=\frac{|\theta|}{2}\left[\cos(3\omega t+\varphi)+\cos(\omega t+\varphi)\right].$$

Half of the resistance signal thus appears at $3\omega$, and half is hidden under the much larger voltage at $\omega$. Let $X_3$ be the peak amplitude of the component along $\cos3\omega t$. Then

$$X_3=\frac12\,\beta I_0R_0\,\mathrm{Re}\,\theta . \tag{11}$$

Let $S=dX_3/d\ln\omega$. Equations (10) and (3) give

$$S=-\frac{\beta I_0R_0}{2}\,\frac{p}{2\pi k}=-\frac{\beta I_0R_0}{4\pi k}\,\frac{I_0^2R_0}{2L}=-\frac{\beta I_0^3R_0^2}{8\pi Lk},$$

and therefore

$$\boxed{\,k=-\frac{\beta I_0^3R_0^2}{8\pi L\,S}\,}\qquad\text{(peak current, peak } X_3). \tag{12}$$

The slope $S$ has the sign opposite to $\beta$, so $k$ is positive. At a fixed measured slope $k$ varies as $I_0^3$, so a small relative error in the current enters three times over.

## Other amplitude conventions

Suppose that both current and third harmonic are reported as $s$ times their peak amplitudes: $I_s=sI_0$ and $S_s=sS$. Then

$$\frac{I_0^3}{S}=\frac{I_s^3/s^3}{S_s/s}=\frac{1}{s^2}\frac{I_s^3}{S_s},\qquad k=-\frac{\beta I_s^3R_0^2}{8s^2\pi L\,S_s}. \tag{13}$$

For rms values $s=1/\sqrt2$, and the number 8 becomes 4:

$$k=-\frac{\beta I_{\rm rms}^3R_0^2}{4\pi L\,S_{\rm rms}} . \tag{14}$$

For peak-to-peak values $s=2$, and 8 becomes 32. The formula may also be written with the voltage $V_1=I_0R_0$, through $I_0^3R_0^2=V_1^3/R_0$; the rule for $s$ is the same.

Mixed conventions give wrong results by fixed factors:

- Peak current and peak $X_3$ in the rms formula (14) give $2k$.
- Peak current and rms third harmonic in the peak formula (12) give $\sqrt2\,k$, because $S$ is too small by $\sqrt2$.
- The same pair in the rms formula (14) gives $2\sqrt2\,k$.

None of these errors disturbs the straight line against $\ln\omega$, so the quality of the line cannot reveal them.

The phase reference also needs a convention. If the current is $I_0\sin\omega t$, every time is shifted by a quarter period, $\omega t\to\omega t-\pi/2$. The third harmonic then changes as

$$\cos3\omega t\;\to\;\cos\left(3\omega t-\frac{3\pi}{2}\right)=-\sin3\omega t . \tag{15}$$

Measured along $\sin3\omega t$, the in-phase signal and its slope have the opposite sign: for $\beta>0$ the signal is negative and its slope positive. The minus sign in (12) must then be dropped.

## Limits of the logarithmic law

**Finite width.** The next term of $K_0$ shows how the law begins to fail when $\lambda$ approaches $b$. Let $\ell=\ln(z/2)+\gamma$ and try $K_0=-\ell(1+z^2/4)+cz^2$. The operator $d^2/dz^2+z^{-1}d/dz$ turns $\ell$ into 0, $z^2$ into 4 and $\ell z^2$ into $4\ell+4$. It therefore gives $-\ell-1+4c$, which must equal the leading $-\ell$. Hence $c=1/4$.

Now $z^2=q^2r^2=ir^2/\lambda^2$ is imaginary, so the real part of the correction takes up just the phase $i\pi/4$ of the logarithm:

$$\mathrm{Re}\left[\frac{z^2}{4}(1-\ell)\right]=\frac{\pi r^2}{16\lambda^2}.$$

The pair density gives $\langle r^2\rangle=(2/a^2)(a^4/3-a^4/4)=a^2/6=2b^2/3$. With $w=b^2/\lambda^2=2\omega b^2/D$, the real part of the bracket in (9) gains $\pi w/24$. Its slope changes from $-\tfrac12$ to $-\tfrac12+\pi w/24$, and for uniform flux (12) returns the apparent value

$$k_{\rm app}\approx\frac{k}{1-\pi w/12}. \tag{16}$$

For two frequencies, the change of the bracket is $-\tfrac12\ln(\omega_2/\omega_1)+\pi(w_2-w_1)/24$, so that

$$k_{\rm app}\approx k\left[1-\frac{\pi}{12}\,\frac{w_2-w_1}{\ln(\omega_2/\omega_1)}\right]^{-1}. \tag{17}$$

**High frequency.** For $\lambda\ll b$ the heat flows straight down. The flux $p/2b$ equals $kq\theta$ at the surface, so

$$\theta\approx\frac{p}{2bkq},\qquad \frac{\pi k}{p}\,\mathrm{Re}\,\theta\approx\frac{\pi}{2\sqrt2\,\sqrt w}. \tag{18}$$

The temperature now falls as $\omega^{-1/2}$ and depends on the width and on the heat capacity. A slope read in this range overestimates $k$.

**Finite thickness.** Let the back face at depth $d$ be held at the base temperature. Images of the strip at depths $2nd$, with signs $(-1)^n$ for positive and negative integers $n$, satisfy this condition: images placed symmetrically about the back face have opposite signs. Symmetry between $n$ and $-n$ keeps the free surface insulated. The kernel in (7) becomes

$$K_0(qr)+2\sum_{n=1}^{\infty}(-1)^nK_0\!\left(q\sqrt{r^2+4n^2d^2}\right). \tag{19}$$

The first image is of order $e^{-\sqrt2\,d/\lambda}$, which is negligible for $d\gg\lambda$. As $\lambda$ grows towards $d$, the error changes sign, because the image terms oscillate as they decay. With the kernel (19), equation (12) returns a $k$ about 1.5 % too large at $\lambda=d/4$ and about 21 % too small at $\lambda=d/2$. For $\lambda\gg d$ the temperature approaches its steady value, the slope tends to zero, and (12) gives far too large a $k$.

The steady rise $T_0$ follows from the same images. For $\omega=0$ the kernel is $-\ln|\tanh(\pi\zeta/4d)|$, with $\zeta=x+iz$ and $z$ the depth. It has sources and sinks at the alternating image positions, and it vanishes at $z=d$, where the argument of tanh is $\pi x/4d+i\pi/4$ and the modulus is 1. For $b\ll d$ the surface kernel is $\ln(4d/\pi r)$, and (8) gives

$$T_0=\frac{p}{\pi k}\left[\ln\frac{2d}{\pi b}+\frac32\right]. \tag{20}$$

This two-dimensional result also requires $d\ll L$.

**Finite length.** A line source is a row of point sources, $K_0(qr)=\tfrac12\int_{-\infty}^{\infty}e^{-q\rho}\,dy/\rho$ with $\rho=\sqrt{r^2+y^2}$. A point at distance $s$ from an end of the strip lacks the sources beyond that end, which would contribute $\tfrac12\int_s^\infty e^{-qy}\,dy/y$. Averaged over the strip, the two ends together lower the bracket in (9) by

$$\frac1L\int_0^\infty ds\int_s^\infty\frac{e^{-qy}}{y}\,dy=\frac1{qL},$$

whose real part is $\lambda/(\sqrt2L)$. Voltage taps well inside the heated length reduce this error.

The window for (12) is thus $b\ll\lambda\ll d$, together with $\lambda\ll L$.

## Feedback of the resistance on the heating

The heating was computed with $R_0$, although the resistance varies. To first order in $\beta$, the power per length is $p(1+\cos2\omega t)(1+\beta T)$. With (4), its complex amplitude at $2\omega$ is $p[1+\beta(T_0+\theta)]$, and a new amplitude $p\beta\theta/2$ appears at $4\omega$. Let $\theta'$ be the function (9) with $\omega$ replaced by $2\omega$; it describes the response to heating at $4\omega$. That heating produces the temperature amplitude $\tfrac12\beta\theta\theta'$, which also mixes with the current into $3\omega$ with the factor $\tfrac12$. In (11), therefore,

$$\theta\;\to\;\theta+\beta\theta(T_0+\theta)+\tfrac12\beta\theta\theta' . \tag{21}$$

The imaginary parts of $\theta$ and $\theta'$ are constant, and their real parts have equal slopes. The slope is thus multiplied by $1+\epsilon$, with

$$\epsilon=\beta\left[T_0+2\,\mathrm{Re}\,\theta+\tfrac12(\mathrm{Re}\,\theta+\mathrm{Re}\,\theta')\right]. \tag{22}$$

For two frequencies the real parts are replaced by the means of their two end values, because $\Delta(x^2)=2\bar x\,\Delta x$. The apparent $k$ is lowered by the fraction $\epsilon$, which grows as $I_0^2$.

## A worked example

The parameters are round model values: $k=10^9$ eV/(s Å K), $D=10^{14}$ Å²/s, $b=5\times10^4$ Å, $d=5\times10^6$ Å, $L=10^7$ Å, $R_0=5\times10^{-18}$ V s/e, $\beta=0.003$ K⁻¹ and $I_0=2\times10^{16}$ e/s. The voltages come from a simulation in time that includes the finite width, the isothermal back face and the feedback.

The power amplitude is

$$p=\frac{(2\times10^{16})^2(5\times10^{-18})}{2\times10^7}=10^8\ \text{eV/(s Å)},$$

so $p/\pi k=0.03183$ K. At 10 Hz, $\lambda=8.92\times10^5$ Å, well between $b$ and $d$, and $w=0.003142$. The real part of (9) is

$$0.03183\,[2.882+0.923]=0.1211\ \text{K}.$$

The simulation gives 0.1212 K. The difference, about $1.2\times10^{-4}$ K, is mostly feedback: with $T_0=0.180$ K, the term $\beta\,\mathrm{Re}[\theta(T_0+\theta)]$ is $1.1\times10^{-4}$ K.

The signal $X_3$ falls from $1.81857\times10^{-5}$ V at 10 Hz to $1.26976\times10^{-5}$ V at 100 Hz. Hence

$$S=\frac{(1.26976-1.81857)\times10^{-5}}{\ln10}=-2.3834\times10^{-6}\ \text{V},$$

$$k=\frac{0.003\,(2\times10^{16})^3(5\times10^{-18})^2}{8\pi\,(10^7)(2.3834\times10^{-6})}=1.0016\times10^9\ \text{eV/(s Å K)},$$

or 1.605 W/(m K), against the input of 1.602 W/(m K). With the rms values $I_{\rm rms}=1.4142\times10^{16}$ e/s and $S_{\rm rms}=-1.6853\times10^{-6}$ V, equation (14) gives the same $k$. The three mixed conventions return 2.003, 1.417 and 2.833 times the input: the factors 2, $\sqrt2$ and $2\sqrt2$, each with the same small error.

This comparison is two-dimensional. On a real strip of this length, with the voltage read over the whole strip, the ends would add an error of about $+4\,\%$, and the steady rise would be lower because $d$ is half of $L$. Within the two-dimensional model the error is $+0.16\,\%$ of the input $k$, and it has two parts of opposite sign. At one hundredth of the current, where feedback is negligible, the error is $+0.31\,\%$. The width correction (17), with $w_2-w_1=0.0283$, predicts $+0.32\,\%$. The remaining gap is about $-0.015\,\%$; the images in (19) supply about $-0.010\,\%$ of it, and terms of higher order in $w$ about $-0.004\,\%$.

Feedback supplies the other $-0.145\,\%$. In (22) the mean of $\mathrm{Re}\,\theta$ is $(0.1211+0.0845)/2=0.1028$ K. Doubling the frequency lowers it by $0.0318\times\tfrac12\ln2=0.0110$ K, to 0.0918 K. Then

$$\epsilon=0.003\,[0.180+0.2056+0.0973]=0.00145,$$

in agreement. Halving the current reduces this part by a factor of 4. The good accuracy at full current thus rests partly on a cancellation, which another current would change. The neglected heat capacity of the strip is of the same order: a metal film 1000 Å thick with $1.6\times10^{-5}$ eV/(Å³ K), about that of gold, would shift the result between 10 and 100 Hz by about $-0.2\,\%$, and a film twice as thick by about $-0.4\,\%$.

With the back face held at the base temperature, the method overestimates $k$ far outside the frequency window on either side. The low-frequency sign depends on this boundary condition. If the back face is insulated, the heat spreads sideways through the slab for $\lambda\gg d$, so that $\theta\approx p/(2kdq)$. The slope then grows as $\omega^{-1/2}$, and (12) returns too small a value, about $2\sqrt2\,d/(\pi\lambda)$ times $k$. The numbers that follow are for the isothermal back face. Between 0.1 and 0.2 Hz, $\lambda$ exceeds $d$, and the slope returns about 10 times the input $k$. Between $10^4$ and $10^5$ Hz, $w$ runs from 3.14 to 31.4, and the result is 2.70 times too large. Equation (18) accounts for the latter: the scaled temperature falls from 0.627 to 0.198, whereas the logarithmic law requires a fall of $\tfrac12\ln10=1.151$, and $1.1513/0.4285=2.69$.

The thermal part was also tested against a direct grid solution of the two-dimensional heat equation with uniform flux. Between 10 and 100 Hz the slope of $\pi k\,\mathrm{Re}\,\theta/p$ is $-0.499$ on the grid, against $-\tfrac12$ from (10). The steady rise agrees with the image result to about $0.1\,\%$. The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
input conductivity k: 1e+09 eV/(s A K)
diffusivity D: 1e+14 A^2/s
half-width b: 50000 A
substrate thickness d: 5e+06 A
strip length L: 1e+07 A
base resistance R0: 5e-18 V s/e
temperature coefficient beta: 0.003 1/K
peak current I0: 2e+16 e/s
rms current: 1.4142e+16 e/s
peak first-harmonic voltage I0*R0: 0.1 V
power per length p: 1e+08 eV/(s A)
temperature scale p/(pi k): 0.031831 K
steady temperature rise: 0.17996 K
f=10 Hz: penetration depth 8.921e+05 A, w=0.003142
  T in phase 0.12122 K, out of phase -0.02496 K
  log law 0.12109 K and -0.02500 K; X3 = 1.81857e-05 V
f=20 Hz: penetration depth 6.308e+05 A, w=0.006283
  T in phase 0.11018 K, out of phase -0.02491 K
  log law 0.11006 K and -0.02500 K; X3 = 1.65297e-05 V
f=50 Hz: penetration depth 3.989e+05 A, w=0.01571
  T in phase 0.09562 K, out of phase -0.02477 K
  log law 0.09548 K and -0.02500 K; X3 = 1.43449e-05 V
f=100 Hz: penetration depth 2.821e+05 A, w=0.03142
  T in phase 0.08464 K, out of phase -0.02457 K
  log law 0.08445 K and -0.02500 K; X3 = 1.26976e-05 V
slope dX3/dln(omega), peak: -2.3834e-06 V
slope dX3/dln(omega), rms: -1.6853e-06 V
k, peak convention: 1.0016e+09 eV/(s A K)
k, rms convention: 1.0016e+09 eV/(s A K)
k, peak-to-peak convention: 1.0016e+09 eV/(s A K)
k recovered, converted: 1.6048 W/(m K)
k input, converted: 1.6022 W/(m K)
k/k_true, peak values in rms formula: 2.0033
k/k_true, peak I and rms V3 in peak formula: 1.4165
k/k_true, peak I and rms V3 in rms formula: 2.833
X3 at 10 Hz with sine current and sine reference: -1.8186e-05 V
error of k, full current: 0.16289 %
error of k, current I0/100: 0.30785 %
error predicted from finite width: 0.32251 %
feedback part of error: -0.14496 %
feedback error ratio, I0 against I0/2: 4
k/k_true from 0.1 and 0.2 Hz: 9.9866
k/k_true from 1e4 and 1e5 Hz: 2.7016
grid slope of G (log law -0.5): -0.49902
G at 10 Hz: grid 3.8085-0.7840j, strip average 3.8048-0.7831j
steady G: grid 5.6588, strip average 5.6536
isothermal strip: slope -0.49999, offset 0.80908
uniform-flux offset 3/2 - gamma: 0.92278
width correction coefficient, computed: 0.1303
width correction coefficient, pi/24: 0.1309
```
